# The intrashell radial dipole integral of hydrogen and Gordon's formula, part 1

(Sections cited here and not found follow in the second part.)

## First half: the integral from the factorization of the radial equation

### The physical question

An excited hydrogen atom sits in a weak static electric field. Without relativity all states of one principal quantum number $n$ have the same energy, so an arbitrarily weak field mixes them, and the first-order level shifts are the field strength times the eigenvalues of the dipole operator along the field, restricted to the shell. The dipole operator changes the orbital quantum number by one unit. Each of its matrix elements inside the shell is therefore an angular factor times a radial integral of $r$ between the states $nl$ and $n(l-1)$.

For two different shells $n\neq n'$ the radial integral has a closed form in terminating hypergeometric series, Gordon's formula. The argument of these series is $-4nn'/(n-n')^2$, which is infinite at $n'=n$, so the formula has no value in the case the field problem needs. The intrashell integral itself is finite and elementary:

$$D=\int_0^\infty R_{nl}\,r\,R_{n,l-1}\,r^2\,dr=-\frac{3n}{2Z}\sqrt{n^2-l^2},\qquad 1\le l\le n-1 .\tag{1}$$

The magnitude is independent of conventions. The minus sign belongs to the phase convention stated below.

### Conventions and bound states

Atomic units are used, with lengths in bohr and energies in hartree. The nucleus is a point charge $Z$ of infinite mass, and spin and relativity are left out. For a reduced mass $\mu$ (in electron masses) the substitution $r=\rho/\mu$ turns $-\nabla_r^2/2\mu-Z/r$ into $\mu(-\nabla_\rho^2/2-Z/\rho)$, so every length below, $D$ included, is then divided by $\mu$.

With $\psi=r^{-1}u(r)Y_{lm}$ and $u=rR$ the radial equation is

$$h_l u=Eu,\qquad h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr .\tag{2}$$

The functions $u$ are real, normalized by $\int_0^\infty u^2dr=1$, and positive just outside $r=0$. All integrals run from $0$ to $\infty$.

Write $E=-k^2/8$ and $u=g\,y$ with $g=r^{l+1}e^{-kr/2}$. Then $g'/g=(l+1)/r-k/2$ and $g''/g=l(l+1)/r^2-k(l+1)/r+k^2/4$. Equation (2) reads $u''=[l(l+1)/r^2-2Z/r+k^2/4]u$, and inserting $u''=g''y+2g'y'+gy''$ leaves $y''+2(g'/g)y'+[2Z-k(l+1)]y/r=0$. In the variable $z=kr$ this is Kummer's equation,

$$z\,y_{zz}+(\gamma-z)\,y_z-\alpha y=0,\qquad \gamma=2l+2,\quad \alpha=l+1-\frac{2Z}{k}.$$

A power series $y=\sum a_mz^m$ must satisfy $(m+1)(m+\gamma)a_{m+1}=(m+\alpha)a_m$, so that $y=a_0M(\alpha,\gamma,z)$ with

$$M(\alpha,\gamma,z)=\sum_{m\ge0}\frac{(\alpha)_m}{(\gamma)_m}\frac{z^m}{m!},\qquad (\alpha)_m=\alpha(\alpha+1)\cdots(\alpha+m-1).$$

If the series does not terminate, $a_{m+1}/a_m\to1/m$, which is the ratio of the series of $e^z$, and $u$ grows like $e^{+kr/2}$. A bound state needs $\alpha=-N$ with $N=0,1,2,\dots$ Setting $n=N+l+1$ gives $k=2Z/n$ and

$$u_{nl}=C\,r^{l+1}e^{-Zr/n}M(-N,2l+2,2Zr/n),\qquad E_n=-\frac{Z^2}{2n^2},\qquad C>0 .\tag{3}$$

Two consequences are used repeatedly. First, the recursion fixes the solution that starts as $r^{l+1}$ up to the factor $a_0$, and the other solution of (2) starts as $r^{-l}$. A solution of $h_lf=E_nf$ that vanishes at the origin is therefore a multiple of $u_{nl}$. Second, every function met below is a polynomial times a decaying exponential, so boundary terms at infinity vanish and only the origin has to be examined.

From here on $u=u_{nl}$ and $v=u_{n,l-1}$ unless said otherwise, so that $D=\int u\,r\,v\,dr$.

### Factorization

For $l\ge1$ define

$$W=\frac lr-\frac Zl,\qquad A=-\frac{d}{dr}+W,\qquad A^\dagger=\frac{d}{dr}+W .$$

Acting on an arbitrary function $f$,

$$A^\dagger Af=(-f'+Wf)'+W(-f'+Wf)=-f''+(W^2+W')f,$$

$$AA^\dagger f=-(f'+Wf)'+W(f'+Wf)=-f''+(W^2-W')f,$$

because the terms $\pm Wf'$ cancel in each line. Now $W^2=l^2/r^2-2Z/r+Z^2/l^2$ and $W'=-l/r^2$. The centrifugal coefficient becomes $l(l-1)$ in the first line and $l(l+1)$ in the second, and comparison with (2) gives

$$A^\dagger A=2h_{l-1}+\frac{Z^2}{l^2},\qquad AA^\dagger=2h_l+\frac{Z^2}{l^2}.\tag{4}$$

The cross term $-2Z/r$ of $W^2$ reproduces the Coulomb potential exactly. This is the point at which the pure $1/r$ form of the potential enters.

The dagger is justified by one integration by parts: $\int f\,(Ag)\,dr=\int(A^\dagger f)\,g\,dr-[fg]_0^\infty$, and the bracket vanishes whenever $fg\to0$ at the origin.

### The ladder between $nl$ and $n(l-1)$

The product $A^\dagger AA^\dagger$ can be bracketed in two ways. With (4), $(2h_{l-1}+Z^2/l^2)A^\dagger=A^\dagger(2h_l+Z^2/l^2)$, which is $h_{l-1}A^\dagger=A^\dagger h_l$. Applied to $u$ it says that $A^\dagger u$ solves the radial equation of $l-1$ at the same energy $E_n$.

Near the origin $u\simeq Cr^{l+1}$, so $u'\simeq(l+1)Cr^l$ and $lu/r\simeq lCr^l$, while $Zu/l$ is one order higher. Hence $A^\dagger u\simeq(2l+1)Cr^l$. This function vanishes at the origin for $l\ge1$, is positive there, and is not identically zero. By the uniqueness statement after (3), $A^\dagger u=cv$ with $c>0$. The constant follows from the norm:

$$c^2=\int(A^\dagger u)^2dr=\int u\,AA^\dagger u\,dr=2E_n+\frac{Z^2}{l^2}=Z^2\,\frac{n^2-l^2}{n^2l^2}.$$

The boundary term of this step is $u\,A^\dagger u\sim r^{2l+1}\to0$. Applying $A$ to $cv=A^\dagger u$ gives $cAv=AA^\dagger u=c^2u$. Together,

$$A^\dagger u=cv,\qquad Av=cu,\qquad c=\frac{Z\sqrt{n^2-l^2}}{nl}>0 .\tag{5}$$

The sign of $c$ was fixed by the behaviour at the origin, where the phase convention is imposed. At large $r$ the relation $Av=cu$ gives complementary information. There $v'\simeq-(Z/n)v$, so $Av\simeq(Z/n-Z/l)v$, and the coefficient is negative because $l<n$. The outer tails of $u$ and $v$ have opposite signs in this convention.

### Two evaluations of the dipole integral

For any normalized $f$ of the type (3), $\int rff'dr=\tfrac12[rf^2]_0^\infty-\tfrac12\int f^2dr=-\tfrac12$. Write $\langle r\rangle_{nl}=\int r\,u_{nl}^2\,dr$.

Multiply $D$ by $c$ and absorb $c$ into $u$ through $cu=Av$:

$$cD=\int r\,v\left(-v'+\frac lr v-\frac Zl v\right)dr=\frac12+l-\frac Zl\langle r\rangle_{n,l-1}.\tag{6}$$

Absorb it instead into $v$ through $cv=A^\dagger u$:

$$cD=\int r\,u\left(u'+\frac lr u-\frac Zl u\right)dr=-\frac12+l-\frac Zl\langle r\rangle_{nl}.\tag{7}$$

The off-diagonal integral has been reduced to a diagonal one in two ways. The difference of (6) and (7) eliminates $D$ and leaves

$$\langle r\rangle_{n,l-1}-\langle r\rangle_{nl}=\frac lZ .\tag{8}$$

This recursion needs one starting value. For $l=n-1$ one has $N=0$, $M=1$ and $u\propto r^ne^{-Zr/n}$. With $\int r^pe^{-sr}dr=p!/s^{p+1}$ and $s=2Z/n$,

$$\langle r\rangle_{n,n-1}=\frac{(2n+1)!/s^{2n+2}}{(2n)!/s^{2n+1}}=\frac{2n+1}{s}=\frac{n(2n+1)}{2Z}.$$

Stepping down from $n-1$ to $l$ with (8) adds $j/Z$ for $j=l+1,\dots,n-1$, and $\sum_{j=l+1}^{n-1}j=\tfrac12[n(n-1)-l(l+1)]$. Therefore

$$\langle r\rangle_{nl}=\frac{2n^2+n+n^2-n-l(l+1)}{2Z}=\frac{3n^2-l(l+1)}{2Z}.\tag{9}$$

Insert (9) into (7) and put everything over $2l$:

$$cD=\frac{2l^2-l-3n^2+l^2+l}{2l}=-\frac{3(n^2-l^2)}{2l}.\tag{10}$$

Division by $c$ from (5) gives

$$D=-\frac{3(n^2-l^2)}{2l}\cdot\frac{nl}{Z\sqrt{n^2-l^2}}=-\frac{3n}{2Z}\sqrt{n^2-l^2},$$

which is (1). Reversing the sign of either radial function reverses the sign of $D$. A convention in which all radial functions are positive at large $r$ makes $D$ positive, since the tails of $u$ and $v$ were found to be opposite.

### Size, limits and the classical orbit

The factor $1/Z$ is the scaling of all lengths with the nuclear charge. For $l\ll n$ the magnitude approaches $3n^2/2Z$, the same leading value as $\langle r\rangle$ in (9). For the nearly circular pair $l=n-1$ it is $(3n/2Z)\sqrt{2n-1}$, which grows only as $n^{3/2}$ while the radius grows as $n^2$. At $l=n$ the formula gives zero, in step with the absence of a state with $l=n$.

The Cauchy–Schwarz inequality applied to $\sqrt r\,u$ and $\sqrt r\,v$ requires $D^2\le\langle r\rangle_{nl}\langle r\rangle_{n,l-1}$. From (9) the product is $[(3n^2-l^2)^2-l^2]/4Z^2$, and $D^2=(9n^4-9n^2l^2)/4Z^2$. The difference is $(3n^2l^2+l^4-l^2)/4Z^2$, which is positive for $l\ge1$, so (1) respects the bound.

The factor $3/2$ has a classical counterpart. A Kepler orbit of energy $-Z/2a$ and angular momentum $L$ has eccentricity $e$ with $L^2=Za(1-e^2)$. In terms of the eccentric anomaly $\xi$ the coordinate along the major axis, measured from the nucleus toward the pericentre, is $x=a(\cos\xi-e)$, and $dt\propto(1-e\cos\xi)\,d\xi$. Averaging $a(\cos\xi-e)(1-e\cos\xi)$ over $\xi$, with $\overline{\cos\xi}=0$ and $\overline{\cos^2\xi}=\tfrac12$, gives $\bar x=-ae-\tfrac12ae=-\tfrac32ae$. The energy $E_n$ corresponds to $a=n^2/Z$, and then $e=\sqrt{1-L^2/n^2}$. With $L^2=l^2$, the mean of $l(l+1)$ and $l(l-1)$, one finds $\tfrac32ae=(3n/2Z)\sqrt{n^2-l^2}=|D|$. The intrashell integral is thus the quantum counterpart of the permanent dipole of a non-precessing ellipse. The choice $L^2=l^2$ is an identification made to match the two results and is not part of the proof.

### A commutator identity and the overlap

One more identity is needed, in a form slightly more general than the physical case. Let $u$ be a bound state of $h_l$ with charge $Z$ and energy $E$, and let $v$ be a bound state of $h'_{l-1}$, the operator (2) for $l-1$ with a charge $Z'$ that may differ from $Z$, and energy $E'$. The two operators differ by

$$h_l-h'_{l-1}=\frac{l(l+1)-l(l-1)}{2r^2}+\frac{Z'-Z}{r}=\frac{l}{r^2}+\frac{Z'-Z}{r}.$$

For an integer $p\ge1$, $(r^pv)''=r^pv''+2pr^{p-1}v'+p(p-1)r^{p-2}v$, so

$$h_l(r^pv)=E'r^pv-pr^{p-1}v'+\left[l-\tfrac12p(p-1)\right]r^{p-2}v+(Z'-Z)r^{p-1}v .$$

Multiply by $u$ and integrate. On the left, two integrations by parts move $h_l$ onto $u$. The boundary term $u'r^pv-u(r^pv)'$ is of order $r^{2l+p}$ and vanishes, so the left side is $E\int u\,r^pv\,dr$. Thus

$$(E-E')\int u\,r^pv\,dr=\int u\left\{-pr^{p-1}v'+\left[l-\tfrac12p(p-1)\right]r^{p-2}v+(Z'-Z)r^{p-1}v\right\}dr .\tag{11}$$

For $p=1$, with

$$S=\int uv\,dr,\qquad V=\int u\left(-v'+\frac lr v\right)dr,$$

it reads

$$(E-E')\,D=V+(Z'-Z)\,S .\tag{12}$$

For $Z'=Z$ this is the radial form of the relation $[H,z]=-\partial_z$ between length and velocity matrix elements, and $V$ is the radial velocity integral.

Inside a shell of one atom $E=E'$ and $Z=Z'$, so (12) says $V=0$ and says nothing about $D$. It does determine the overlap. Since $Av=-v'+lv/r-Zv/l$, the integral of $u\,Av=cu^2$ is $c=V-ZS/l$, and with $V=0$

$$S=-\frac{lc}{Z}=-\frac{\sqrt{n^2-l^2}}{n}.\tag{13}$$

The radial functions $u$ and $v$ are eigenfunctions of different operators and need not be orthogonal, and (13) shows that within a shell they are not. Orthogonality of the full states is supplied by the spherical harmonics. Comparison with (1) shows $D=(3n^2/2Z)\,S$.

### Worked example: 5f–5d and 2p–2s

For hydrogen with $n=5$, $l=3$, $Z=1$ the root is $\sqrt{25-9}=4$ and $c=4/(5\cdot3)=0.266667$ bohr$^{-1}$. The nodeless state 5g has $\langle r\rangle=5\cdot11/2=27.5$ bohr. The recursion (8) gives $\langle r\rangle_{5f}=27.5+4=31.5$ bohr and $\langle r\rangle_{5d}=31.5+3=34.5$ bohr. The two evaluations are

$$cD=\tfrac12+3-\tfrac{34.5}{3}=-8,\qquad cD=-\tfrac12+3-\tfrac{31.5}{3}=-8,$$

so $D=-8/0.266667=-30.0$ bohr $=-1.588$ nm, in agreement with $-(3\cdot5/2)\cdot4$. The overlap is $S=-4/5=-0.8$. For the same pair in Li$^{2+}$, where $Z=3$, the integral is $-30/3=-10$ bohr $=-0.529$ nm.

The pair 2p–2s in hydrogen can be integrated directly. From (3) with $k=1$, $u\propto r^2e^{-r/2}$ and $v\propto r(1-r/2)e^{-r/2}$. The norms are $\int r^4e^{-r}dr=24$ and $\int(r^2-r^3+r^4/4)e^{-r}dr=2-6+6=2$. Then

$$D=\frac{1}{\sqrt{24\cdot2}}\int\left(r^4-\frac{r^5}{2}\right)e^{-r}dr=\frac{24-60}{4\sqrt3}=-3\sqrt3=-5.196\ \text{bohr}=-0.275\ \text{nm},$$

which is (1) for $n=2$, $l=1$.

The numerical check that follows these notes tests (5) to (9), (13) and (1) against exact integrals for $n=2,\dots,7$ and $Z=1,2,3$. It also tests (1) for four pairs against a finite-difference diagonalization of (2) that uses no analytic wave function, to $10^{-4}$ relative to the formula.

### Decay and the linear Stark effect

In first-order perturbation theory with the electric dipole coupling, the spontaneous emission rate is proportional to $\omega^3$ times the squared dipole element, where $\omega$ is the transition frequency. In the present model $\omega=0$ within a shell, so the element (1) drives no decay, large as it is. In the real atom fine structure and the Lamb shift make $\omega$ small but nonzero. Equation (1) then supplies the nonrelativistic radial factor of such a transition, but the frequency must come from outside this model.

The static field acts at first order. A field $F$ along $z$ adds $+Fz$ to the energy of the electron. In the shell $n=2$ the diagonal elements of $z$ vanish by parity and elements between different $m$ vanish by axial symmetry, so only 2s and 2p$_0$ are coupled. With $Y_{00}=1/\sqrt{4\pi}$, $Y_{10}=\sqrt{3/4\pi}\cos\theta$ and $t=\cos\theta$, the angular factor is $\tfrac{\sqrt3}{2}\int_{-1}^1t^2dt=1/\sqrt3=0.57735$, and

$$\langle2s|z|2p_0\rangle=-5.196\times0.57735=-3.000\ \text{bohr}.$$

The $2\times2$ matrix with zero diagonal and off-diagonal element $-3F$ has eigenvalues $\pm3F$. The lower state is $(|2s\rangle+|2p_0\rangle)/\sqrt2$, with $\langle z\rangle=-3$ bohr. For $F=10^6$ V/m $=1.94469\times10^{-6}$ atomic units the shifts are $\pm3\times1.94469\times10^{-6}=\pm5.834\times10^{-6}$ hartree, or $\pm38.4$ GHz. This is the first-order result of the spinless degenerate model. The fine-structure interval of the real $n=2$ shell is roughly 11 GHz and the Lamb shift roughly 1 GHz, so at this field the neglected splittings are smaller than the shift but not negligible against it. At fields for which $3F$ falls below those intervals the degenerate treatment does not apply.

Equation (1) is exact for the pure Coulomb problem (2) and in general fails for other potentials. A core potential or a finite nucleus spoils the factorization (4) and separates the energies of $nl$ and $n(l-1)$. Relativity also lies outside (2) and (4). It separates levels of different total angular momentum $j$, but in the Dirac theory of a point nucleus the levels $nl$ and $n(l-1)$ with the common value $j=l-\tfrac12$, such as 2p$_{1/2}$ and 2s$_{1/2}$, stay degenerate and are split by the Lamb shift. A short-range core potential acts mainly on the states of low $l$, where the factor $r^{l+1}$ suppresses the wave function least near the origin.

## Second half: Gordon's formula and its failure inside a shell

### Symbols and results taken over

Atomic units are used and all integrals run over $r$ from $0$ to $\infty$. The function $u$ is the normalized radial state $(n,l)$ for charge $Z$, and $v$ is the normalized state $(n',l-1)$ for charge $Z'$, both positive near the origin, with $l\ge1$. The numbers of radial nodes are $N=n-l-1$ and $N'=n'-l$. Define the length scales $\nu=n/Z$, $\nu'=n'/Z'$ and $k=2/\nu$, $k'=2/\nu'$, so that $E=-1/2\nu^2$, $E'=-1/2\nu'^2$, and by (3)

$$u=C\,r^{l+1}e^{-kr/2}M(-N,2l+2,kr),\qquad v=C'\,r^{l}e^{-k'r/2}M(-N',2l,k'r),$$

where $M(\alpha,\gamma,z)=\sum_m(\alpha)_mz^m/[(\gamma)_mm!]$. The three integrals $D=\int urv\,dr$, $S=\int uv\,dr$ and $V=\int u(-v'+lv/r)\,dr$ obey (12), $(E-E')D=V+(Z'-Z)S$. For $n'=n$ and $Z'=Z$ the first half gave $V=0$, $S=-\sqrt{n^2-l^2}/n$ and $D=-(3n/2Z)\sqrt{n^2-l^2}$. Letting $Z'$ differ from $Z$ makes $\nu'$ a continuous variable at fixed integers $n$, $n'$, $l$, and this is what gives a definite meaning to approaching the singular point.

The factorization of the radial equation has given the intrashell dipole integral (1) and the overlap (13), and the commutator identity (12) relates the dipole, velocity and overlap integrals for two charges. It remains to derive Gordon's formula and to show why its limit inside a shell is not the true integral.

All numerical values are calculated from the stated model.
